\section*{The Mattheiss muffin-tin potential and convergence of its zero}

\section{An electron between calcium atoms}

An electron in solid calcium spends part of its time close to a nucleus, where its potential is deep and nearly spherical, and part in the gaps between atoms, where the potential is shallow and varies slowly. The augmented-plane-wave method uses this contrast. It draws a sphere around each nucleus, keeps a spherical potential inside and replaces the potential outside by a constant, the muffin-tin zero $V_0$. Outside the spheres the wave function is then a sum of plane waves, inside it is built from radial solutions.

The constant matters physically. If $V_0$ is wrong by a small $\delta$ while the potential inside the spheres is kept, first-order perturbation theory shifts a level by $\delta$ times the probability of finding its electron outside. States with different probabilities shift differently, so the error does not drop out of the bands.

Mattheiss's construction obtains the whole potential from free atoms placed on the lattice. Each point feels its own atom, the nearest neighbours, the next ones, and so on. How many shells of neighbours does $V_0$ need? I take face-centred cubic calcium, with the round lattice constant $a=10.5$ bohr, and start with one point in the crystal. Hartree atomic units are used: energies in hartree (Ha), lengths in bohr.

\section{One atom}

Let a neutral atom have nuclear charge $Z$ and spherical electron density $n_a(r)$. The Coulomb energy of an electron in its field is
\begin{equation}
v_a(r)=-\frac{Z}{r}+V_H(r),\qquad \nabla^2V_H=-4\pi n_a .
\label{va}
\end{equation}
The minus sign in Poisson's equation belongs to a repulsive energy between electrons. By Gauss's law the atom acts at distance $r$ through the unscreened charge
\begin{equation}
Q(r)=Z-\int_0^r4\pi t^2n_a(t)\,dt\ \ge 0,\qquad v_a'(r)=\frac{Q(r)}{r^2}.
\label{gauss}
\end{equation}
Since $v_a$ vanishes at infinity and its slope is not negative, $v_a\le0$ everywhere and it rises towards zero.

Exchange is modelled by Slater's potential. In a uniform electron gas the exchange energy per electron is $-\frac34(3n/\pi)^{1/3}$. Each pair is shared between two electrons in that energy, so the average exchange potential felt by an electron is twice as large:
\begin{equation}
V_x[n]=-\frac32\left(\frac{3n}{\pi}\right)^{1/3}.
\label{slater}
\end{equation}
The model uses this expression at the local density. The atomic orbitals $u/r$ obey
\begin{equation}
\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v_a+V_x[n_a]\right]u=\varepsilon u,
\qquad 4\pi r^2n_a=\sum_i f_iu_i^2,
\end{equation}
with normalized $u_i$ and occupations $f_i$. For calcium, $1s^22s^22p^63s^23p^64s^2$, I solved these equations to self-consistency on a Gauss--Lobatto spectral grid reaching 40 bohr. The highest occupied level is $\varepsilon_{4s}=-0.1719$ Ha. The configuration is imposed, not obtained by filling the lowest levels: in this potential the empty $3d$ level lies at $-0.1845$ Ha, slightly below $4s$. With the exchange potential scaled by the Kohn--Sham factor $2/3$ the order reverses, with $4s$ at $-0.111$ Ha and $3d$ at $-0.043$ Ha.

\section{Six atoms around a hole}

Put the central atom at the origin. The fcc lattice has 12 neighbours at $a/\sqrt2=7.42$ bohr, of type $(a/2)(1,1,0)$, and 6 at $a=10.50$ bohr, of type $a(1,0,0)$. Consider the point $\mathbf h=(a/2,0,0)$, the centre of an octahedral hole. Its nearest atoms are
\[
(0,0,0),\quad (a/2,\pm a/2,0),\quad (a/2,0,\pm a/2),\quad (a,0,0),
\]
all at distance $a/2=5.25$ bohr. One is the central atom, four belong to the first shell and one to the second.

Write $v_h=v_a(a/2)$ and $n_h=n_a(a/2)$. Coulomb energies are linear in the charge, so they add. Densities add too, by the assumption of superposition. Exchange is not linear and has to be evaluated after the densities are summed. With these six atoms alone,
\begin{equation}
V(\mathbf h)\simeq 6v_h+V_x[6n_h]=6v_h+6^{1/3}V_x[n_h].
\end{equation}
Adding six exchange potentials would give $6V_x[n_h]$ instead of $1.82\,V_x[n_h]$, too large by a factor $6^{2/3}=3.3$.

Now stop after the first shell. Five of the six atoms are present. The Coulomb part of this estimate is $5/6=0.83$ of its six-atom value, and the exchange part is $(5/6)^{1/3}=0.94$ of its own. The sums with all atoms of the included shells give
\begin{center}
\begin{tabular}{lc}
shells included & $V(\mathbf h)$ (Ha)\\
1 & $-0.2582$\\
2 & $-0.2791$\\
15 & $-0.2797$
\end{tabular}
\end{center}
The first two values have the ratio $0.925$, between $0.83$ and $0.94$. The second shell is farther from the central nucleus than the first, but one of its atoms is as close to this hole as the central atom is. Distance from the central nucleus is therefore an incomplete guide to what must be kept.

\section{From a point to a sphere}

The muffin-tin spheres are chosen to touch, so their radius is half the nearest-neighbour distance:
\begin{equation}
S=\frac{a}{2\sqrt2}=3.712\ \text{bohr}.
\end{equation}
Inside the central sphere the potential must be averaged over directions. Let $f$ be a spherical function, $v_a$ or $n_a$, centred on a neighbour at distance $R$. A point at radius $r<R$ from the origin, at angle $\theta$ to the neighbour, is a distance $t$ from that neighbour, where
\begin{equation}
t^2=r^2+R^2-2rR\cos\theta,\qquad d(\cos\theta)=-\frac{t\,dt}{rR}.
\end{equation}
As $\cos\theta$ runs from $-1$ to $1$, $t$ runs from $R+r$ down to $R-r$. Reversing the limits removes the minus sign:
\begin{equation}
\bar f(r;R)=\frac12\int_{-1}^{1}f(t)\,d(\cos\theta)
=\frac1{2rR}\int_{R-r}^{R+r}t f(t)\,dt .
\label{mean}
\end{equation}
Each atom of a shell contributes the same mean. With $z_s$ atoms at distance $R_s$,
\begin{align}
\bar V_C(r)&=v_a(r)+\sum_{s\ge1}z_s\bar v_a(r;R_s),\\
\bar n(r)&=n_a(r)+\sum_{s\ge1}z_s\bar n_a(r;R_s).
\end{align}
The potential inside the sphere is $\bar V_C+V_x[\bar n]$.

This takes exchange of the mean density rather than the mean of exchange. The cube root is concave, so the mean of $n^{1/3}$ is at most $\bar n^{1/3}$; with the negative prefactor, $V_x[\bar n]$ is at or below the mean of $V_x[n]$. At $r=S$ the two are $-0.28107$ and $-0.28092$ Ha, the second from angular quadrature. Here the replacement costs about $1.5\times10^{-4}$ Ha.

\section{The muffin-tin zero}

The region nearer to the central atom than to any other is its Wigner--Seitz cell, of volume $\Omega=a^3/4=289.4$ bohr$^3$. The part outside the sphere has volume
\begin{equation}
\Omega_I=\Omega-\frac{4\pi S^3}{3}=289.4-214.3=75.1\ \text{bohr}^3 .
\end{equation}
Denoting the average over this region by $\langle\cdots\rangle_I$,
\begin{equation}
V_0=\langle V_C+V_x[n]\rangle_I,\quad
V_C(\mathbf r)=\sum_{\mathbf R}v_a(|\mathbf r-\mathbf R|),\quad
n(\mathbf r)=\sum_{\mathbf R}n_a(|\mathbf r-\mathbf R|).
\label{zero}
\end{equation}

\subsection{Integrating over the gaps}

The cell is a rhombic dodecahedron. Its 12 faces bisect the lines to the nearest neighbours, so each lies at distance $S$ from the centre. Two mirror planes cut each face into four equal triangles, which gives 48 equivalent wedges. Let $\mathbf p$ be a point on one triangle and write $\mathbf r=s\mathbf p$. At fixed $s$ an area $dA$ shrinks to $s^2dA$, and a step $ds$ moves the plane by $S\,ds$ along its normal. Hence
\begin{equation}
\langle F\rangle_I=\frac{48}{\Omega_I}\int_{\rm triangle}dA\int_{S/|\mathbf p|}^{1}F(s\mathbf p)\,S s^2\,ds .
\end{equation}
The lower limit places $\mathbf r$ on the sphere, the upper one on the face. The integrand is smooth, and I used 16 Gauss--Legendre points in each of the three variables.

\subsection{The Coulomb part by hand}

The Coulomb part of $V_0$ can also be found without sampling the gaps. Integrating all atomic potentials over one cell is the same as integrating one atomic potential over all cells, that is, over all space. Integrate by parts, using (\ref{gauss}):
\begin{align}
\int v_a\,d^3r&=4\pi\int_0^\infty r^2v_a\,dr
=-\frac{4\pi}{3}\int_0^\infty r^3v_a'\,dr
=-\frac{4\pi}{3}\int_0^\infty rQ\,dr\nonumber\\
&=\frac{2\pi}{3}\int_0^\infty r^2Q'\,dr
=-\frac{2\pi}{3}M,\qquad M=\int r^2n_a\,d^3r .
\end{align}
The boundary terms $r^3v_a$ and $r^2Q$ vanish at the origin, and at infinity because the atom is neutral with an exponential tail. The last step uses $Q'=-4\pi r^2n_a$. Removing the sphere's share leaves
\begin{equation}
V_0^C=\frac1{\Omega_I}\left[-\frac{2\pi}{3}M-4\pi\int_0^Sr^2\bar V_C(r)\,dr\right].
\label{moment}
\end{equation}
The computed atom has $M=45.97$ bohr$^2$, so the first term is $-96.28$ Ha\,bohr$^3$. Gauss quadrature of the sphere integral gives $-90.60$ Ha\,bohr$^3$. Therefore
\begin{equation}
V_0^C=\frac{-96.28+90.60}{75.1}=-0.076\ \text{Ha}.
\end{equation}

\section{Adding shells}

Let $V_0(N)$ be the average (\ref{zero}) over the same region with the central atom and its first $N$ shells. Shells are counted from the centre of the cell over which the average is taken. The reference sum contains 15 neighbour shells, out to 29.7 bohr, and the remainder is $V_0(N)$ minus that reference. The wedge quadrature gives, in hartree:
\begin{center}
\begin{tabular}{rrrrrr}
$N$ & $z_N$ & $V_0^C$ & $V_0^x$ & $V_0$ & remainder\\
0 & 1 & $-0.03638$ & $-0.20421$ & $-0.24059$ & $1.0\times10^{-1}$\\
1 & 12 & $-0.07466$ & $-0.26831$ & $-0.34297$ & $2.6\times10^{-3}$\\
2 & 6 & $-0.07549$ & $-0.26979$ & $-0.34528$ & $2.6\times10^{-4}$\\
3 & 24 & $-0.07558$ & $-0.26996$ & $-0.34554$ & $1.1\times10^{-5}$\\
4 & 12 & $-0.07558$ & $-0.26996$ & $-0.34554$ & $2.7\times10^{-6}$\\
5 & 24 & $-0.07558$ & $-0.26996$ & $-0.34555$ & $1.6\times10^{-7}$
\end{tabular}
\end{center}
The digits resolve the truncation; they do not measure the accuracy of the model. The limit is $V_0=-0.3455$ Ha, or $-9.40$ eV. One shell suffices for an error below $10^{-2}$ Ha relative to the reference, two for $10^{-3}$, three for $10^{-4}$ and five for $10^{-6}$.

The approach is from above, for a simple reason. A new shell adds $v_a\le0$ to the Coulomb energy and $n_a\ge0$ to the density, which makes $V_x$ more negative. Neither part of $V_0(N)$ can rise.

The average hides larger local errors. After one shell the potential at the hole is still $0.0215$ Ha too high, about eight times the remainder of the mean.

\subsection{Bounds on what is missing}

The farthest points of the cell are holes such as $\mathbf h$, at $a/2$ from the centre. An omitted atom at distance $R_s$ is thus at least $R_s-a/2$ from any point of the cell. Since $|v_a|$ does not increase with distance,
\begin{equation}
0\le V_0^C(N)-V_0^C\le\sum_{s>N}z_s\left|v_a(R_s-a/2)\right|.
\label{cbound}
\end{equation}
This is safe but loose, because it places every omitted atom at its closest conceivable distance from every point. For $N=2$ the right side is $7.4\times10^{-3}$ Ha, while the Coulomb remainder is $9.4\times10^{-5}$ Ha.

For exchange, let $n_N$ be the density with $N$ shells. A concave function lies below its tangent:
\begin{equation}
n^{1/3}\le n_N^{1/3}+\frac13n_N^{-2/3}(n-n_N).
\end{equation}
Multiplying by $\frac32(3/\pi)^{1/3}$ and averaging,
\begin{equation}
0\le V_0^x(N)-V_0^x\le\frac12\left(\frac3\pi\right)^{1/3}
\left\langle n_N^{-2/3}(n-n_N)\right\rangle_I .
\label{xbound}
\end{equation}
When the missing density is a small fraction of $n_N$, the tangent is accurate and the right side is an estimate as well as a bound. At $N=1$ it is $1.67\times10^{-3}$ Ha, against a remainder of $1.65\times10^{-3}$ Ha.

\subsection{The atomic tail sets the rate}

Far from the atom the potential in the radial equation vanishes and $u''=-2\varepsilon u$. The slowest decay belongs to the highest occupied level, so to leading order
\begin{equation}
n_a\simeq A\frac{e^{-2\kappa r}}{r^2},\qquad
\kappa=\sqrt{-2\varepsilon_{4s}}=0.586\ \text{bohr}^{-1}.
\end{equation}
Outside the nucleus Poisson's equation reads $(rv_a)''=-4\pi rn_a$. Try $rv_a=-g\,e^{-2\kappa r}/r$ with $g$ slowly varying. Differentiating twice and keeping the first correction in $1/(\kappa r)$,
\begin{equation}
-g\left(4\kappa^2+\frac{4\kappa}{r}\right)\frac{e^{-2\kappa r}}{r}
=-4\pi A\frac{e^{-2\kappa r}}{r}
\ \Rightarrow\
v_a\simeq-\frac{\pi n_a}{\kappa^2}\,\frac1{1+1/(\kappa r)} .
\label{tail}
\end{equation}
Density and Coulomb energy therefore share the exponent $2\kappa$. At 14 bohr the ratio of $v_a$ to $-\pi n_a/\kappa^2$ is $0.90$ for the computed atom, and (\ref{tail}) gives $0.89$. The form is asymptotic: at 8 bohr, where $V_x$ is still about a quarter of $\varepsilon_{4s}$, the two numbers are $0.93$ and $0.82$.

The same result explains why exchange converges with the larger remainder. By (\ref{xbound}) and (\ref{tail}), a little missing density changes the two parts in the ratio
\begin{equation}
\frac{\delta V_x}{\delta V_C}\simeq\frac12\left(\frac3\pi\right)^{1/3}
n^{-2/3}\,\frac{\kappa^2}{\pi}\left(1+\frac1{\kappa r}\right).
\end{equation}
Inverting (\ref{slater}) at the mean exchange $-0.270$ Ha gives a typical density $n=(\pi/3)(0.270/1.5)^3=0.0061$ bohr$^{-3}$. With $r\approx12$ bohr the ratio is $0.492\times29.9\times0.109\times1.14=1.8$. At $N=3$ the computed remainders are $7.3\times10^{-6}$ Ha for exchange and $4.0\times10^{-6}$ Ha for Coulomb, again a ratio of $1.8$.

How fast does the density from one distant atom fall with $R$, when averaged over a sphere of radius $r$? Put the tail into (\ref{mean}). The integral is dominated by its lower limit, so
\begin{equation}
\bar n_a(r;R)\simeq\frac{A}{2rR}\,\frac{e^{-2\kappa(R-r)}}{2\kappa(R-r)},\qquad
-\frac{\partial\ln\bar n_a}{\partial R}\simeq2\kappa+\frac1R+\frac1{R-r}.
\end{equation}
Between shells 5 and 7, at 16.60 and 19.64 bohr, take the midpoint $R=18.1$ and $r=3.9$ bohr. The estimate is $1.17+0.06+0.07=1.30$ bohr$^{-1}$. The computed average decay over this interval, for radii from $S$ to 4.10 bohr, is $1.29$ bohr$^{-1}$. The estimate does not reach the nearest shells: between shells 1 and 2, at $r=3.9$ bohr, it gives $1.48$ against a computed $1.15$ bohr$^{-1}$.

The remainders in the table nevertheless fall unevenly. Populations differ from shell to shell, and so do directions. A fourth-shell atom at $(a,a,0)$ is nearest to the cell at the face centre $(a/4,a/4,0)$, at 11.1 bohr. A fifth-shell atom at $(3a/2,a/2,0)$ is nearest at the hole $\mathbf h$, at 11.7 bohr. Their distances from the central nucleus differ by 1.75 bohr, their closest approaches by 0.6 bohr. The change on adding one shell is not a bound on what is left. Up to $N=5$ it exceeds the remainder, but the sixth shell, with only 8 atoms, changes $V_0$ by $7.5\times10^{-8}$ Ha and leaves a remainder of $8.1\times10^{-8}$ Ha.

\section{The finished potential}

Measured from the muffin-tin zero, the potential is
\begin{equation}
V_{\rm MT}(r)=
\begin{cases}
\bar V_C(r)+V_x[\bar n(r)]-V_0,& r<S,\\
0,&\text{between the spheres}.
\end{cases}
\end{equation}
At the sphere edge the arithmetic is $-0.09090-0.28107+0.34555=-0.02642$ Ha. Further in, at 3, 2 and 1 bohr, $V_{\rm MT}$ is $-0.107$, $-0.582$ and $-3.70$ Ha. The edge keeps a small step because the mean over the sphere surface differs from the mean over the gaps. Omitting shells raises the potential inside the sphere as well as $V_0$, so part of the truncation error cancels in $V_{\rm MT}$: the step is off by $1.4\times10^{-3}$ Ha after one shell and by $3\times10^{-6}$ Ha after three.

A simpler recipe replaces the polyhedral region by a spherical layer between $S$ and the Wigner--Seitz radius $r_{\rm WS}=(3\Omega/4\pi)^{1/3}=4.10$ bohr:
\begin{equation}
V_0^{\rm sph}=\frac{3}{r_{\rm WS}^3-S^3}\int_S^{r_{\rm WS}}
\left(\bar V_C+V_x[\bar n]\right)r^2\,dr=-0.3654\ \text{Ha}.
\end{equation}
It lies $0.020$ Ha, or $0.54$ eV, below the polyhedral value. The layer protrudes through the cell faces into neighbouring spheres and misses the corners of the cell, among them the octahedral holes, where the computed potential is higher than $V_0$. More shells do not remove this difference: it comes almost entirely from the averaging region, with the use of $\bar n$ adding only about $3\times10^{-4}$ Ha, and it is far larger than the truncation error after two shells.

\section{The method in general}

For a crystal of neutral spherical atoms the construction is as follows.
\begin{enumerate}
\item Solve each free atom and store $n_a$ and $v_a$.
\item Choose non-overlapping spheres and list the neighbours of each site by distance, with their populations.
\item Form $\bar V_C$ and $\bar n$ in each sphere from (\ref{mean}), then add $V_x[\bar n]$.
\item In the interstitial region sum $v_a$ and $n_a$ at each quadrature point, evaluate $V_x$ from the summed density, and average to obtain $V_0$.
\item Add complete shells until the estimated contribution of all omitted atoms, not just the next shell, is below the tolerance. For another cell shape, replace $a/2$ in (\ref{cbound}) by the largest distance from the centre to the cell boundary.
\item Subtract $V_0$ inside every sphere and set the potential outside to zero.
\end{enumerate}
With several atoms in the unit cell, the derivation of (\ref{moment}) holds with $M$ and the sphere integral summed over those atoms.

Neutrality is essential to this shell sum. An ion of net charge $q$ has $v_a\to-q/r$. The number of atoms within a distance $R$ grows as $R^3$, so for ions of one sign the summed potential grows as $R^2$ instead of converging. In an ionic crystal the charges balance over the unit cell, but the long-range part needs a lattice summation that respects this balance, such as Ewald's.

Convergence in shells also says nothing about the flat-potential approximation. At the octahedral hole the superposed potential is $-0.280$ Ha, $0.066$ Ha above $V_0$. Where two spheres touch it is $0.057$ Ha below $V_0$, and on the sphere surface it departs from its angular mean by about $\pm0.03$ Ha. That variation is discarded however many shells are included. Its root-mean-square size in the gaps is $0.024$ Ha here; the same atoms at the same neighbour distance give about $0.04$ Ha on a simple cubic and $0.06$ Ha on a diamond lattice, but only $0.017$ Ha on a body-centred cubic one. The calcium model further omits correlation and relativity, and its density is superposed rather than relaxed in the crystal. Its numbers also depend on the choices made. With exchange scaled by $2/3$ in atom and crystal, $V_0$ becomes $-0.312$ Ha, three shells leave $7\times10^{-5}$ Ha and seven are needed for $10^{-6}$ Ha. The configuration $3d^14s^1$ also gives $-0.312$ Ha, and changing $a$ to $10.56$ bohr moves $V_0$ to $-0.341$ Ha. The shell sum can be converged far beyond the accuracy of these approximations; for this calcium model, three shells already leave an error in $V_0$ of about $10^{-5}$ Ha.
